# Decay and transmitted power in a hole below cutoff

## Problem

A circular hole, 100 nm in diameter and $L=100$ nm long, runs through a perfect conductor and is filled with air (index 1). Light of vacuum wavelength $\lambda=365$ nm excites its TE$_{11}$ mode at the entrance.

(a) By how many decibels does the squared field of the wave decaying from the entrance fall over the length of the hole?

(b) The hole now joins two long tubes of the same diameter, also in perfect conductor, filled with a lossless medium of index 2.5. TE$_{11}$ arrives through the first tube. What fraction of its power reaches the second, and where does the rest go?

## A tempting solution

The mode is below cutoff, so its field varies as $e^{-\kappa z}$. Power goes as the square of the field, hence

$$P(L)=P(0)\,e^{-2\kappa L}.$$

With the value of $\kappa$ found below, the exponential is 0.0015, or 28 dB. This seems to answer both parts: 0.15 % of the power arrives, and the other 99.85 % is lost on the way, presumably in the walls.

The number is right for (a). As an answer to (b) it fails, and the last clause shows that something is wrong: a perfect conductor has no resistance and cannot absorb anything. With lossless walls and air between them, the mean power through every cross-section must be the same, so $P(z)$ cannot decay at all. The fields have to be worked out to find the faulty step.

## The decaying mode

Take the time factor $e^{-i\omega t}$, let $k_0=2\pi/\lambda$, and let $\mathbf H$ denote the magnetic field multiplied by the vacuum impedance. In air, Maxwell's equations are then

$$\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\mathbf E .$$

A TE mode has $E_z=0$. Put $H_z=\psi(x,y)e^{-\kappa z}$, so that $\partial_z$ becomes $-\kappa$. The $x$ and $y$ components of the first equation read $\kappa E_y=ik_0H_x$ and $-\kappa E_x=ik_0H_y$, so

$$H_x=-\frac{i\kappa}{k_0}E_y,\qquad H_y=\frac{i\kappa}{k_0}E_x. \tag{1}$$

The $x$ component of the second equation is $\partial_yH_z+\kappa H_y=-ik_0E_x$. Inserting $H_y$ and collecting the terms in $E_x$ gives $\partial_yH_z=-i(k_0^2+\kappa^2)E_x/k_0$. The $y$ component is treated in the same way. With $k_c^2=k_0^2+\kappa^2$,

$$E_x=\frac{ik_0}{k_c^2}\,\partial_yH_z,\qquad E_y=-\frac{ik_0}{k_c^2}\,\partial_xH_z. \tag{2}$$

The $z$ component of the first equation, $\partial_xE_y-\partial_yE_x=ik_0H_z$, then becomes

$$\partial_x^2\psi+\partial_y^2\psi+k_c^2\psi=0 .$$

At the wall, $r=a=50$ nm, the tangential electric field must vanish. From (2),

$$E_\phi=-\sin\phi\,E_x+\cos\phi\,E_y=-\frac{ik_0}{k_c^2}\,\partial_rH_z ,$$

so $\partial_r\psi=0$ there. The solution that is finite on the axis and has one angular period is $\psi=J_1(k_cr)\cos\phi$. The wall condition is $J_1'(k_ca)=0$, whose first root is $k_ca=p=1.8412$.

No other mode has a lower cutoff. For a radial function $R(r)$ of angular order $m$, multiply the radial equation by $rR$ and integrate by parts. The wall term vanishes for TE modes ($R'=0$) and for TM modes ($R=0$), which leaves

$$k_c^2\int_0^a R^2\,r\,dr=\int_0^a\left(R'^2+\frac{m^2}{r^2}R^2\right)r\,dr>\frac{m^2}{a^2}\int_0^a R^2\,r\,dr .$$

Thus $k_ca>2$ for every $m\ge2$. Among the modes with $m=0$ and $m=1$, the closest competitor is TM$_{01}$, at $k_ca=2.4048$.

## Part (a)

The numbers are

$$k_c=\frac{1.8412}{50\ \text{nm}}=0.036824\ \text{nm}^{-1},\qquad k_0=\frac{2\pi}{365\ \text{nm}}=0.017214\ \text{nm}^{-1},$$

$$\kappa=\sqrt{k_c^2-k_0^2}=0.032552\ \text{nm}^{-1},\qquad \kappa L=3.2552 .$$

The root is real because 365 nm exceeds the cutoff wavelength $2\pi/k_c=170.6$ nm. Every field component carries the factor $e^{-\kappa L}=0.0386$, and its square is 0.00149. In decibels the drop is

$$-10\log_{10}e^{-2\kappa L}=\frac{20}{\ln10}\,\kappa L=8.686\times3.2552=28.3\ \text{dB}.$$

The field falls by a factor $e$ every 30.7 nm.

Two limits show what controls this number at fixed diameter. As $\lambda$ falls towards 170.6 nm, $\kappa$ goes to zero and the decay disappears. As $\lambda$ grows without limit, $\kappa$ tends to $p/a$, and the drop over one diameter of length tends to $8.686\times2p=32.0$ dB. The example lies about 12 % below this second limit. To compare the influence of diameter and wavelength at fixed $L$, differentiate $\kappa^2=k_c^2-k_0^2$, with $k_c\propto1/a$ and $k_0\propto1/\lambda$:

$$\frac{d\kappa}{\kappa}=-\frac{k_c^2}{\kappa^2}\frac{da}{a}+\frac{k_0^2}{\kappa^2}\frac{d\lambda}{\lambda}=-1.28\,\frac{da}{a}+0.28\,\frac{d\lambda}{\lambda}.$$

A 1 % wider hole thus lowers the drop in decibels by about 1.3 %, while a 1 % longer wavelength raises it by about 0.3 %.

## Where the tempting solution fails

The mean power flow along the hole, per unit area, is proportional to $\tfrac12\,\mathrm{Re}(E_xH_y^*-E_yH_x^*)$. By (1),

$$E_xH_y^*=-\frac{i\kappa}{k_0}|E_x|^2,\qquad E_yH_x^*=\frac{i\kappa}{k_0}|E_y|^2 .$$

Both are imaginary, so the flow is zero at every point. The electric and magnetic fields are a quarter period out of phase: energy moves back and forth but does not advance on average. The faulty step is therefore "power goes as the square of the field". That holds for a travelling wave. For a single decaying wave $P(0)=0$, and the formula $P(L)=P(0)e^{-2\kappa L}$ says nothing.

Power can cross a finite hole because the exit sends back a second wave. Let the transverse electric field be a fixed pattern times $f(z)$. Inside the hole,

$$f=Ae^{-\kappa z}+Be^{\kappa z}.$$

The transverse magnetic field follows from $\partial_zE_x=ik_0H_y$ and $-\partial_zE_y=ik_0H_x$, so it is proportional to $-if'/k_0$. The power is then proportional to $\mathrm{Im}(f^*f')$. Multiplying out,

$$f^*f'=\kappa\left(-|A|^2e^{-2\kappa z}+|B|^2e^{2\kappa z}+A^*B-AB^*\right),$$

$$\mathrm{Im}(f^*f')=2\kappa\,\mathrm{Im}(A^*B). \tag{3}$$

The result does not depend on $z$, as lossless walls require, and it vanishes if either wave is missing.

## Part (b)

In the tubes $f''=-q^2f$, with

$$q=\sqrt{(2.5\,k_0)^2-k_c^2}=0.022273\ \text{nm}^{-1}.$$

This is real, so the mode propagates there. The pattern $\psi$ depends on the wall alone, not on the filling, so it is the same in all three sections. Continuity of the tangential fields at each junction then reduces to continuity of $f$ and $f'$, and no other mode is excited.

Let the incident wave have unit amplitude and the transmitted wave amplitude $t$, so that beyond the exit $f=te^{iq(z-L)}$. At $z=L$ this gives $f=t$ and $f'=iqt$, and inside the hole

$$f(z)=t\left[\cosh\kappa(z-L)+\frac{iq}{\kappa}\sinh\kappa(z-L)\right].$$

Write $C=\cosh\kappa L$ and $S=\sinh\kappa L$. At the entrance

$$f(0)=t\left(C-\frac{iq}{\kappa}S\right),\qquad f'(0)=t\,(iqC-\kappa S).$$

In the first tube $f=e^{iqz}+\rho e^{-iqz}$, where $\rho$ is the reflected amplitude. The combination $\tfrac12[f(0)+f'(0)/(iq)]$ removes $\rho$ and equals 1. Since $-\kappa S/(iq)=i\kappa S/q$,

$$\frac1t=C+\frac i2\left(\frac\kappa q-\frac q\kappa\right)S .$$

Take the squared modulus, use $C^2=1+S^2$, and note that $1+\tfrac14(\kappa/q-q/\kappa)^2=\tfrac14(\kappa/q+q/\kappa)^2$. Both tubes have the same $q$, so the power fraction is $T=|t|^2$:

$$T=\frac{1}{1+M^2\sinh^2\kappa L},\qquad M=\frac{q^2+\kappa^2}{2q\kappa}. \tag{4}$$

Here $M=1.073$ and $\sinh\kappa L=12.94$, so $1/T=1+1.151\times167.5\approx194$. About 0.52 % of the power arrives, an insertion loss of 22.9 dB. The remaining 99.5 % is reflected into the first tube; none of it heats the walls.

The tempting answer of 28.3 dB is too pessimistic here by a factor of about 3.5 in power. For a long hole $\sinh^2\kappa L\approx e^{2\kappa L}/4$, and (4) becomes

$$T\approx\frac{4}{M^2}\,e^{-2\kappa L}.$$

The factor $4/M^2$ belongs to the two ends and amounts to a gain of 5.4 dB. Because $(q-\kappa)^2\ge0$, $M$ is at least 1, so in this geometry the ends can contribute a gain of at most 6.0 dB, reached at $q=\kappa$. If $M>2$ they add to the loss of a long hole instead; a short hole ($\kappa L\lesssim1$) can still show a small gain.

The length dependence does follow the decay rate. With the tubes unchanged, a 200 nm hole has an insertion loss of 51.1 dB, which is 28.3 dB more than the 100 nm hole. So 28 dB is the drop in squared field over the hole and the price of each further 100 nm of a long hole, but not the total loss of power.

## Real masks

The example resembles a hole in a metal mask for near-field exposure with the mercury i-line. A real metal lets the field in. Take a permittivity $\varepsilon=-20+4i$, a rough value for a good ultraviolet reflector; the field of a plane wave then falls by a factor $e$ within about 13 nm of metal, a depth not negligible beside a 50 nm radius.

The mode now has both $E_z$ and $H_z$. Let all fields vary as $e^{i\phi+i\beta z}$. Eliminating the radial components from Maxwell's equations, with $h^2=\varepsilon k_0^2-\beta^2$ in the metal and $\varepsilon$ replaced by 1 in the air, gives

$$E_\phi=-\frac{ik_0}{h^2}\partial_rH_z-\frac{\beta}{h^2r}E_z,\qquad H_\phi=\frac{ik_0\varepsilon}{h^2}\partial_rE_z-\frac{\beta}{h^2r}H_z .$$

In the air $E_z$ and $H_z$ follow $J_1(ur/a)$, and in the metal $K_1(wr/a)$, where $u^2=a^2(k_0^2-\beta^2)$ and $w^2=a^2(\beta^2-\varepsilon k_0^2)$. Let $E_z$ and $H_z$ have the common values $e$ and $h_z$ at the wall, and define $\mathcal J=J_1'(u)/[uJ_1(u)]$, $\mathcal K=K_1'(w)/[wK_1(w)]$ and $s=u^{-2}+w^{-2}$. Continuity of $E_\phi$ and $H_\phi$ then reads

$$ik_0(\mathcal J+\mathcal K)h_z+\beta s\,e=0,\qquad ik_0(\mathcal J+\varepsilon\mathcal K)e-\beta s\,h_z=0,$$

and eliminating $e$ and $h_z$ gives

$$(\mathcal J+\mathcal K)(\mathcal J+\varepsilon\mathcal K)=\frac{\beta^2}{k_0^2}\,s^2 .$$

The root that starts from TE$_{11}$ at very large $|\varepsilon|$ ends at $\mathrm{Im}\,\beta=0.0225\ \text{nm}^{-1}$. The drop over 100 nm is then 19.5 dB instead of 28.3 dB. This metal also absorbs, so part of the missing power does become heat.

Resist in the hole acts in the same direction. With perfect walls and a filling of index 1.7, a rough value for resist, $k_0$ is replaced by $1.7k_0$ in $\kappa$, and the drop is 19.4 dB. The two reductions must not simply be added, which would leave about 11 dB. For a filling of index $n$ the same matching gives $(\mathcal J+\mathcal K)(n^2\mathcal J+\varepsilon\mathcal K)=\beta^2s^2/k_0^2$, now with $u^2=a^2(n^2k_0^2-\beta^2)$. With the metal above and a lossless filling of index 1.7 its root is $\beta\approx(0.0139+0.0020i)\ \text{nm}^{-1}$, a drop of only about 1.8 dB over 100 nm. The real part of $\beta$ now exceeds the imaginary part, so the wave advances through the hole instead of merely decaying. The drop is sensitive to the filling: with index 1.5 and the same metal it is about 7 dB, and with an absorbing filling of index $1.7+0.03i$ about 2.9 dB. It also depends on the metal: a more strongly absorbing one, $\varepsilon=-8.5+9i$, gives about 6.4 dB at index 1.7. The strong decay found in part (a) therefore does not carry over to a resist-filled hole in such a metal. Leakage through the solid metal is a smaller matter: a wave decaying through 100 nm of it drops by about 67 dB.

A mask hole is also open to free space or resist rather than joined to tubes. Its end factor then depends on how the incident light couples to the mode, which is not treated here; neither the 5.4 dB gain nor the 6.0 dB limit carries over to it.

## Numbers as computed

```
vacuum wavelength                       365 nm
hole diameter                           100 nm
hole length L                           100 nm
p, first zero of J1'                    1.84118
p from radial diagonalization           1.84118
lowest cutoff kc*a among other modes    2.4048
k0                                      0.017214 1/nm
kc                                      0.036824 1/nm
TE11 cutoff wavelength                  170.6 nm
kappa                                   0.032552 1/nm
1/e length of the field                 30.72 nm
1/e length of the squared field         15.36 nm
kappa*L                                 3.2552
field ratio over L                      0.03857
squared-field ratio over L              0.001488
squared-field drop over L               28.27 dB
long-wavelength limit per diameter      31.98 dB
-- finite hole between filled tubes --
index in feeding tubes                  2.5
q in feeding tubes                      0.022273 1/nm
insertion loss, hole of 100 nm          22.87 dB
insertion loss, hole of 200 nm          51.14 dB
increase for the added 100 nm           28.27 dB
gain from the two ends, long hole       5.41 dB
largest possible gain from the ends     6.02 dB
-- neglected effects --
model metal permittivity                -20 + 4i
1/e field depth in the metal            12.9 nm
decay rate of hybrid mode in the hole   0.022490 1/nm
same, from radial integration           0.022490 1/nm
drop over L with the model metal        19.5 dB
drop through 100 nm of solid metal      67.2 dB
resist index                            1.7
drop over L, hole filled with resist    19.4 dB
drop over L of the TM01 mode            39.0 dB
```
